# Valley-polarized modes at a bias-reversal wall in Bernal bilayer graphene: a numerical check

```python
# Result under test: in Bernal bilayer graphene an interlayer bias u(y) that
# rises from -U to +U binds, per spin and valley xi, two modes that both move
# along -xi (net count -2*xi for any wall shape).  For an abrupt wall in the
# two-band model the modes obey
#   p = (P + sqrt2*e) / sqrt(2*(sqrt2 + P*e)),   P = +1 or -1,
# with e = E/U, p = -xi*k*ell, ell = hbar*v/sqrt(gamma1*U), k counted from the
# valley centre along the wall, and P the parity psi_B(y) = P*psi_A(-y).
# Layer 1 has energy +u, layer 2 has -u.  Lengths in nm, energies in eV.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, eigs, LinearOperator
from scipy.integrate import trapezoid
from scipy import constants as const

ROOT2 = np.sqrt(2.0)


def momentum(e, parity):
    return (parity + ROOT2 * e) / np.sqrt(2 * (ROOT2 + parity * e))


def momentum_slope(e, parity):
    return (3 + ROOT2 * parity * e) / (2 * ROOT2 * (ROOT2 + parity * e) ** 1.5)


# ---- two-band model, abrupt wall, diagonalized in plane waves ----
def two_band_wall_states(p, cell=40.0, nmax=110):
    """Gap states at the rising wall: list of (energy, parity, dE/dp)."""
    n = np.arange(-nmax, nmax + 1)
    m = len(n)
    g = 2 * np.pi * n / cell
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    step = np.where(diff % 2 == 1, -2j / (np.pi * safe), 0)
    kinetic = np.diag((1j * g + p) ** 2)
    ham = np.block([[step, kinetic], [kinetic.conj(), -step]])
    energy, vec = np.linalg.eigh(ham)
    x = cell * n / m
    to_space = np.exp(1j * np.outer(x, g)) / np.sqrt(m)
    near = np.abs(x) < cell / 4
    found = []
    for i in np.where(np.abs(energy) < 0.97)[0]:
        a, b = vec[:m, i], vec[m:, i]
        dens = np.abs(to_space @ a) ** 2 + np.abs(to_space @ b) ** 2
        if dens[near].sum() > 0.9:
            parity = 2 * np.real(np.vdot(a, b[::-1]))
            slope = 2 * np.real(np.vdot(a, 2 * (1j * g + p) * b))
            found.append((energy[i], parity, slope))
    return found


worst_p = worst_slope = 0.0
states_tested = 0
for p in (-0.9, -0.3, 0.2, 0.7, 1.6):
    states = two_band_wall_states(p)
    expected = sum(momentum(-0.97, s) < p < momentum(0.97, s) for s in (1, -1))
    assert len(states) == expected
    for e, parity, slope in states:
        sign = int(np.sign(parity))
        assert abs(abs(parity) - 1) < 1e-3
        assert slope > 0
        worst_p = max(worst_p, abs(momentum(e, sign) - p))
        worst_slope = max(worst_slope, abs(slope * momentum_slope(e, sign) - 1))
        states_tested += 1
# tolerances cover the finite plane-wave set and the finite cell
assert worst_p < 3e-4 and worst_slope < 3e-3

# ---- tight-binding lattice; rows run along the zigzag direction ----
LATTICE = 0.246                       # lattice constant, nm
BOND = LATTICE / np.sqrt(3)
ROW = 1.5 * BOND                      # spacing of rows across the wall
GAMMA0, GAMMA1 = 3.1, 0.38            # rough typical hopping energies
HBAR_V = np.sqrt(3) / 2 * LATTICE * GAMMA0
SIMPLE = (0.0, 0.0, 0.0)              # gamma3, gamma4, dimer shift
FULL = (0.30, 0.14, 0.02)             # rough typical values


def hopping_blocks(extra):
    """4x4 blocks in the order A1, B1, A2, B2, upper triangle only."""
    g3, g4, _ = extra
    same, far, diagonal = np.zeros((3, 4, 4))
    same[0, 1] = same[2, 3] = diagonal[0, 1] = diagonal[2, 3] = -GAMMA0
    same[0, 2] = same[1, 3] = diagonal[0, 2] = diagonal[1, 3] = g4
    same[1, 2] = GAMMA1
    far[0, 3] = diagonal[0, 3] = -g3
    return same, far, diagonal


def length_scale(bias):
    return HBAR_V / np.sqrt(GAMMA1 * bias)


def wall_modes(bias, energy, width, length, extra, valley, reverse=True):
    """All real momenta k (1/nm) and slopes dE/dk (eV nm) of modes at y=0.
    The Hamiltonian is linear in c = 2*cos(k_total*a/2), so fixed energy
    gives an eigenvalue problem for c."""
    rows = 2 * int(round(length / (2 * ROW)))
    length = rows * ROW
    row_y = (np.arange(rows) - rows / 2 + 0.5) * ROW
    y = row_y[:, None] + np.array([-BOND, 0, 0, BOND])
    if reverse:
        shape = np.sign(y) * np.tanh(
            np.minimum(np.abs(y), length / 2 - np.abs(y)) / width)
    else:
        shape = np.tanh(np.abs(y) / width)
    onsite = bias * shape * np.array([1, 1, -1, -1])
    onsite = onsite + extra[2] * np.array([0, 1, 1, 0])
    same, far, diagonal = hopping_blocks(extra)
    one = sp.identity(rows, format="csr")
    index = np.arange(rows)
    shift = sp.csr_matrix((np.ones(rows), (index, (index - 1) % rows)),
                          shape=(rows, rows))
    half = sp.kron(one, same) + sp.kron(shift @ shift, far)
    fixed = (half + half.T + sp.diags(onsite.ravel())).tocsc()
    along = sp.kron(shift, diagonal)
    cosine = (along + along.T).tocsr()
    size = 4 * rows
    centre = -float(valley)
    lu = splu((fixed + centre * cosine
               - energy * sp.identity(size)).tocsc())
    op = LinearOperator((size, size), dtype=float,
                        matvec=lambda z: -lu.solve(cosine @ np.ravel(z)))
    ell = length_scale(bias)
    count = int(2.6 * length / ell) + 10
    start = np.random.default_rng(1).normal(size=size)
    inverse, vec = eigs(op, k=count, which="LM", v0=start)
    delta = 1 / inverse
    reach = np.abs(delta).max() / (np.sqrt(3) / 2 * LATTICE)
    assert reach > 1.45 / ell         # the whole allowed range is covered
    k_valley = (4 if valley == 1 else 2) * np.pi / (3 * LATTICE)
    modes = []
    for i in np.where(np.abs(delta.imag) < 1e-6)[0]:
        psi = vec[:, i] / np.linalg.norm(vec[:, i])
        density = (np.abs(psi) ** 2).reshape(rows, 4).sum(axis=1)
        if density[np.abs(row_y) < length / 4].sum() < 0.9:
            continue
        k_total = 2 / LATTICE * np.arccos((centre + delta[i].real) / 2)
        slope = (-LATTICE * np.sin(k_total * LATTICE / 2)
                 * np.real(np.vdot(psi, cosine @ psi)))
        modes.append((k_total - k_valley, slope))
    modes.sort()
    return np.array(modes).reshape(-1, 2)


def net_count(modes):
    return int(np.sign(modes[:, 1]).sum())


def bulk_edges(bias, extra):
    """Valence maximum and conduction minimum near one valley."""
    same, far, diagonal = hopping_blocks(extra)
    k = np.linspace(-0.3, 0.3, 121)
    kx, ky = np.meshgrid(k, k)
    c = 2 * np.cos(2 * np.pi / 3 + kx * LATTICE / 2)[..., None, None]
    phase = np.exp(-1j * ky * ROW)[..., None, None]
    ham = same + far * phase ** 2 + c * phase * diagonal
    ham = ham + np.conj(np.swapaxes(ham, -1, -2))
    ham = ham + np.diag([bias, bias + extra[2], -bias + extra[2], -bias])
    bands = np.linalg.eigvalsh(ham)
    return bands[..., 1].max(), bands[..., 2].min()


# the lattice must approach the closed formula as U/gamma1 falls
E_RATIO = 0.2
formula_p = np.sort([momentum(E_RATIO, s) for s in (1, -1)])
deviation = {}
for bias in (0.01, 0.05):
    ell = length_scale(bias)
    modes = wall_modes(bias, E_RATIO * bias, 1e-3, 28 * ell, SIMPLE, 1)
    assert len(modes) == 2 and net_count(modes) == -2
    deviation[bias] = np.abs(np.sort(-modes[:, 0] * ell) - formula_p).max()
assert deviation[0.01] < 0.08
assert deviation[0.01] < 0.7 * deviation[0.05]

# ---- worked example ----
U = 0.05
FERMI = E_RATIO * U
WIDTH = 10.0
ell = length_scale(U)
plus = wall_modes(U, FERMI, WIDTH, 160, FULL, 1)
minus = wall_modes(U, FERMI, WIDTH, 160, FULL, -1)
longer = wall_modes(U, FERMI, WIDTH, 220, FULL, 1)
assert net_count(plus) == -2 and net_count(minus) == 2
assert len(plus) == len(minus) == len(longer)
assert np.allclose(plus[:, 0], -minus[::-1, 0], atol=1e-5)
cell_shift = np.abs(plus[:, 0] - longer[:, 0]).max()
assert cell_shift < 2e-3
wide = wall_modes(U, 0.6 * U, 20.0, 240, FULL, 1)
assert net_count(wide) == -2
control = wall_modes(U, FERMI, WIDTH, 160, FULL, 1, reverse=False)
assert net_count(control) == 0

simple_edge = bulk_edges(U, SIMPLE)[1]
edge_formula = U * GAMMA1 / np.sqrt(GAMMA1 ** 2 + 4 * U ** 2)
assert abs(simple_edge / edge_formula - 1) < 5e-3
valence, conduction = bulk_edges(U, FULL)
assert valence < FERMI < conduction

# Hartree screening: layer imbalance of the filled bands, 4 spin-valley copies
k = np.geomspace(1e-4, 10, 500)
ham = np.zeros((len(k), 4, 4))
ham[:, 0, 1] = ham[:, 1, 0] = ham[:, 2, 3] = ham[:, 3, 2] = HBAR_V * k
ham[:, 1, 2] = ham[:, 2, 1] = GAMMA1
ham += np.diag([U, U, -U, -U])
filled = np.abs(np.linalg.eigh(ham)[1][:, :, :2]) ** 2
imbalance = filled[:, 2:].sum(axis=(1, 2)) - filled[:, :2].sum(axis=(1, 2))
density_difference = 4 * trapezoid(imbalance * k ** 2, np.log(k)) / (2 * np.pi)
SPACING, HBN_PERMITTIVITY = 0.335, 3.5            # rough typical values
inner_field = 2 * U / SPACING                      # V/nm
screening = (const.e * density_difference * 1e18
             / (2 * const.epsilon_0) * 1e-9)       # V/nm
outer_field = inner_field + screening

to_speed = 1e-9 / (const.hbar / const.e) / 1e5     # eV nm -> 1e5 m/s
kT = const.k / const.e
print(f"two-band states tested: {states_tested}")
print(f"largest error of p: {worst_p:.1e}; of slope (relative): {worst_slope:.1e}")
print(f"p at E=0: {momentum(0, 1):.4f} and {momentum(0, -1):.4f}")
print(f"E/U at p=0: {-1 / ROOT2:.4f} and {1 / ROOT2:.4f}")
print(f"lattice-formula gap in k*ell, abrupt wall, U=10 meV: {deviation[0.01]:.4f}")
print(f"same, U=50 meV: {deviation[0.05]:.4f}")
print(f"gamma0, gamma1 = {GAMMA0}, {GAMMA1} eV")
print(f"gamma3, gamma4, dimer shift = {FULL[0]}, {FULL[1]}, {FULL[2]} eV")
print(f"lattice constant = {LATTICE} nm; hbar*v = {HBAR_V:.4f} eV nm")
print(f"Dirac velocity = {HBAR_V * to_speed:.2f} x 1e5 m/s")
print(f"U = {U * 1e3:.0f} meV; Fermi energy = {FERMI * 1e3:.0f} meV")
print(f"U/gamma1 = {U / GAMMA1:.3f}; ell = {ell:.3f} nm; w = {WIDTH:.0f} nm")
for s in (1, -1):
    p = momentum(E_RATIO, s)
    speed = U * ell / momentum_slope(E_RATIO, s) * to_speed
    decay = ell / np.sqrt((ROOT2 + s * E_RATIO) / 2)
    print(f"formula, xi=+1, P={s:+d}: p = {p:.4f}, k = {-p / ell:.4f} 1/nm")
    print(f"   velocity = {-speed:.3f} x 1e5 m/s, amplitude decay = {decay:.2f} nm")
for name, modes in (("+1", plus), ("-1", minus)):
    for q, slope in modes:
        print(f"full lattice, xi={name}: k = {q:.4f} 1/nm, "
              f"velocity = {slope * to_speed:.3f} x 1e5 m/s")
print(f"shift of k, cell 160 -> 220 nm: {cell_shift:.1e} 1/nm")
print(f"w=20 nm, E={0.6 * U * 1e3:.0f} meV, xi=+1: {np.sum(wide[:, 1] > 0)} forward, "
      f"{np.sum(wide[:, 1] < 0)} backward")
print(f"control without sign reversal: {np.sum(control[:, 1] > 0)} forward, "
      f"{np.sum(control[:, 1] < 0)} backward")
print(f"four-band edge: lattice {simple_edge * 1e3:.2f}, "
      f"formula {edge_formula * 1e3:.2f} meV")
print(f"full bulk edges: {valence * 1e3:.2f} and {conduction * 1e3:.2f} meV")
forward_channels = 2 * (np.sum(plus[:, 1] > 0) + np.sum(minus[:, 1] > 0))
conductance = forward_channels * const.e ** 2 / const.h
print(f"forward channels with spin, both valleys: {forward_channels}")
print(f"ballistic conductance = {conductance * 1e6:.1f} uS "
      f"({1e-3 / conductance:.3f} kohm)")
for temperature in (4, 300):
    factor = np.exp(-(conduction - FERMI) / (kT * temperature))
    print(f"T = {temperature} K: kT = {kT * temperature * 1e3:.2f} meV, "
          f"bulk activation factor = {factor:.1e}")
print(f"layer density difference = {density_difference * 1e14:.2e} 1/cm2")
print(f"field between layers = {inner_field * 10:.2f} MV/cm")
print(f"D/epsilon0 with screening = {outer_field * 10:.2f} MV/cm")
print(f"field in hBN (permittivity {HBN_PERMITTIVITY}) = "
      f"{outer_field * 10 / HBN_PERMITTIVITY:.2f} MV/cm")
print("tests ok")
```

Running it gives:

```
two-band states tested: 6
largest error of p: 2.7e-05; of slope (relative): 4.1e-05
p at E=0: 0.5946 and -0.5946
E/U at p=0: -0.7071 and 0.7071
lattice-formula gap in k*ell, abrupt wall, U=10 meV: 0.0113
same, U=50 meV: 0.0481
gamma0, gamma1 = 3.1, 0.38 eV
gamma3, gamma4, dimer shift = 0.3, 0.14, 0.02 eV
lattice constant = 0.246 nm; hbar*v = 0.6604 eV nm
Dirac velocity = 10.03 x 1e5 m/s
U = 50 meV; Fermi energy = 10 meV
U/gamma1 = 0.132; ell = 4.791 nm; w = 10 nm
formula, xi=+1, P=+1: p = 0.7140, k = -0.1490 1/nm
   velocity = -6.431 x 1e5 m/s, amplitude decay = 5.33 nm
formula, xi=+1, P=-1: p = -0.4602, k = 0.0961 1/nm
   velocity = -5.069 x 1e5 m/s, amplitude decay = 6.15 nm
full lattice, xi=+1: k = -0.1077 1/nm, velocity = -5.852 x 1e5 m/s
full lattice, xi=+1: k = 0.0663 1/nm, velocity = -1.963 x 1e5 m/s
full lattice, xi=-1: k = -0.0663 1/nm, velocity = 1.963 x 1e5 m/s
full lattice, xi=-1: k = 0.1077 1/nm, velocity = 5.852 x 1e5 m/s
shift of k, cell 160 -> 220 nm: 3.1e-09 1/nm
w=20 nm, E=30 meV, xi=+1: 0 forward, 2 backward
control without sign reversal: 0 forward, 0 backward
four-band edge: lattice 48.35, formula 48.35 meV
full bulk edges: -42.60 and 48.84 meV
forward channels with spin, both valleys: 4
ballistic conductance = 155.0 uS (6.453 kohm)
T = 4 K: kT = 0.34 meV, bulk activation factor = 1.2e-49
T = 300 K: kT = 25.85 meV, bulk activation factor = 2.2e-01
layer density difference = 4.28e+12 1/cm2
field between layers = 2.99 MV/cm
D/epsilon0 with screening = 6.86 MV/cm
field in hBN (permittivity 3.5) = 1.96 MV/cm
tests ok
```
